# The inverse-square-root peak in phonon mean-free-path spectra

## Definitions and conventions

Consider one phonon branch of a solid that conducts heat. Let $\omega$ be the angular frequency, $v$ the magnitude of the group velocity, $\tau$ the relaxation time and $\Lambda=v\tau$ the free path. The conductivity of the branch is written as an integral over frequency,
$$k=\int \kappa_\omega(\omega)\,d\omega ,$$
where $\kappa_\omega\ge 0$ is called the heat weight. The same conductivity can be sorted by free path instead,
$$k=\int K(\Lambda)\,d\Lambda .$$
This defines the mean-free-path spectrum $K$. It tells which lengths matter when a film or a transistor channel is made smaller.

Three assumptions are made about an interior frequency $\omega_m$ of the branch.

1. The free path depends on frequency alone, not on direction. It is twice continuously differentiable near $\omega_m$.
2. It has a local maximum there, $\Lambda(\omega_m)=\Lambda_m$ and $\Lambda'(\omega_m)=0$, with $\Lambda''(\omega_m)=-g$ and $g>0$.
3. The heat weight is continuous near $\omega_m$ and $\kappa_m=\kappa_\omega(\omega_m)>0$.

The distance below the maximum is $\delta=\Lambda_m-\Lambda$. The statement to be derived is
$$K\simeq\frac{C}{\sqrt{\delta}},\qquad C=\kappa_m\sqrt{\frac{2}{g}},\qquad \delta\to0^+ .$$
Here $K$ means the contribution of frequencies near $\omega_m$. Other frequencies and branches with the same free path add their own contributions.

## Derivation

Since $\Lambda''$ is continuous and negative at $\omega_m$, it is negative in a neighbourhood. There $\Lambda$ rises strictly up to $\omega_m$ and falls strictly beyond it. For small $\delta>0$ the equation $\Lambda(\omega)=\Lambda_m-\delta$ therefore has two roots nearby, $\omega_-<\omega_m<\omega_+$. Taylor's theorem gives
$$\delta=\tfrac12 g(\omega_\pm-\omega_m)^2\,[1+o(1)],$$
so that
$$\omega_\pm=\omega_m\pm s\,[1+o(1)],\qquad s=\sqrt{\frac{2\delta}{g}} .$$

The modes with free path within $\delta$ of the maximum lie between the roots. They carry
$$D(\delta)=\int_{\omega_-}^{\omega_+}\kappa_\omega\,d\omega ,\qquad K=\frac{dD}{d\delta},$$
because $D$ is also the integral of $K$ from $\Lambda_m-\delta$ to $\Lambda_m$. Differentiating the limits gives
$$K=\kappa_\omega(\omega_+)\frac{d\omega_+}{d\delta}-\kappa_\omega(\omega_-)\frac{d\omega_-}{d\delta}.$$

The root equation, differentiated with respect to $\delta$, reads $\Lambda'(\omega_\pm)\,d\omega_\pm/d\delta=-1$. Near the maximum $\Lambda'(\omega_\pm)=\mp gs\,[1+o(1)]$, hence
$$\frac{d\omega_\pm}{d\delta}=\pm\frac{1}{gs}[1+o(1)] .$$
The two terms add, and both weights tend to $\kappa_m$:
$$K\simeq\frac{2\kappa_m}{gs}=\frac{2\kappa_m}{\sqrt{2g\delta}}=\kappa_m\sqrt{\frac{2}{g\,\delta}} .$$
This is the stated law. For $\Lambda>\Lambda_m$ there are no roots in the neighbourhood, so the singularity is one-sided.

The reason is geometric. Near a flat top, a wide range of frequencies shares almost the same free path. The heat in the top slice is nevertheless finite:
$$D(\delta)\simeq\int_0^\delta\frac{C}{\sqrt{\delta'}}\,d\delta'=2C\sqrt\delta .$$
The conductivity accumulated up to a given free path thus reaches $\Lambda_m$ with a vertical tangent but no jump. A histogram whose last bin has width $\delta$ and ends at $\Lambda_m$ shows the mean height $2C/\sqrt\delta$ there. A last bin that extends beyond $\Lambda_m$ shows less. Its peak height depends on the bin width, whereas the heat in the bin is well defined.

## The first correction

Let $\Lambda$ and $\kappa_\omega$ now be smooth. Define a signed coordinate $r$ by
$$\Lambda_m-\Lambda=\tfrac12 g r^2,$$
with $r$ having the sign of $\omega-\omega_m$. Then $\omega$ is a smooth function of $r$ with $d\omega/dr=1$ at $r=0$, and the two roots are at $r=\pm s$. Write
$$\kappa_\omega\frac{d\omega}{dr}=\kappa_m+p_1r+p_2r^2+\dots$$
The odd terms cancel in the integral from $-s$ to $s$:
$$D=2\kappa_m s+\tfrac23p_2s^3+\dots$$
From $s^2=2\delta/g$ follows $ds/d\delta=1/(gs)$, and therefore
$$K=\frac{2\kappa_m+2p_2s^2+\dots}{gs}=\frac{C}{\sqrt\delta}\left[1+\frac{2p_2}{g\kappa_m}\delta+\dots\right].$$
The relative correction is linear in $\delta$. The skewness of the maximum does not produce a constant term in $K$.

## When the exponent changes

Put $x=\omega-\omega_m$. Suppose the free path drops as $a|x|^n$ and the heat weight behaves as $b|x|^m$. The slice extends to $|x|=(\delta/a)^{1/n}$, so
$$D=2\int_0^{(\delta/a)^{1/n}}b\,x^m\,dx=\frac{2b}{m+1}\left(\frac{\delta}{a}\right)^{(m+1)/n},$$
$$K\propto\delta^{\,(m+1)/n-1}.$$
The spectrum diverges if $m+1<n$. Three cases follow.

- Quadratic top with finite weight, $n=2$, $m=0$: exponent $-1/2$.
- Quartic top with finite weight, $n=4$, $m=0$: exponent $-3/4$.
- Quadratic top where the weight vanishes quadratically, $n=2$, $m=2$: exponent $+1/2$, so there is no divergence.

Starting from the quadratic top with finite weight, a change of $n$ alone or of $m$ alone thus alters the exponent. Changing both can restore it: $n=6$ with $m=2$ gives $-1/2$ again.

## Why an optical branch has such a maximum

Take an isotropic optical branch whose frequency rises steadily with wave number and whose group velocity vanishes only at the lower and the upper band edge. Let $\tau$ be finite, positive and continuous. Then $\Lambda=v\tau$ is zero at both edges and positive between them. A continuous function of this kind has its largest value at an interior point. The argument does not fix the curvature, which needs a definite model.

Consider a sheet of thickness $h$. A temperature gradient along $x$ changes the occupation of a mode in proportion to $\tau v_x$, and the mode carries energy with velocity $v_x$. It therefore contributes $c\,v_x^2\tau$, where
$$c=k_B\left(\frac{y}{\sinh y}\right)^2,\qquad y=\frac{\hbar\omega}{2k_BT},$$
is its heat capacity. Summing over wave vectors $\mathbf q$,
$$k=\frac1h\int\frac{d^2q}{(2\pi)^2}\,c\,v_x^2\tau .$$
The angular average of $v_x^2\tau$ is $v^2\tau/2=v\Lambda/2$, and $d^2q$ becomes $2\pi q\,dq$. With $v\,dq=d\omega$,
$$k=\frac{1}{4\pi h}\int c\,q\,v\Lambda\,dq=\int\frac{c\,q\,\Lambda}{4\pi h}\,d\omega ,\qquad \kappa_\omega=\frac{c\,q\,\Lambda}{4\pi h}$$
for each branch. The weight is non-zero inside the optical band.

Now choose the band
$$\omega=\omega_c-w\cos\phi,\qquad \phi=\frac{\pi q}{q_D},\qquad v=\frac{\pi w}{q_D}\sin\phi ,$$
with $\omega_c>w$ and $q_D$ the radius of a circular zone. Let the scattering rate be $A\omega^2+v/L$, where $L$ is the sample length. Then
$$\frac1\Lambda=\frac1{\Lambda_A}+\frac1L,\qquad \Lambda_A=\frac{v}{A\omega^2}.$$
Since $L$ is constant, $\Lambda$ and $\Lambda_A$ peak at the same frequency. With $u=\cos\phi$, the condition is
$$\frac{d\ln\Lambda_A}{d\phi}=\frac{\cos\phi}{\sin\phi}-\frac{2w\sin\phi}{\omega}=0 .$$
Multiplying by $\omega\sin\phi$ gives $u(\omega_c-wu)=2w(1-u^2)$, or
$$wu^2+\omega_cu-2w=0,\qquad u=\frac{-\omega_c+\sqrt{\omega_c^2+8w^2}}{2w}.$$
The quadratic is negative at $u=0$ and equals $\omega_c-w>0$ at $u=1$, so this root lies between 0 and 1. The product of the roots is $-2$, which puts the other root below $-2$, outside the range of a cosine. There is one maximum.

For the curvature use $u=(\omega_c-\omega)/w$, so $du/d\omega=-1/w$. Then
$$\frac{d\ln\Lambda_A}{d\omega}=\frac{u}{w(1-u^2)}-\frac2\omega ,$$
$$\frac{d^2\ln\Lambda_A}{d\omega^2}=-\frac{1+u^2}{w^2(1-u^2)^2}+\frac{2}{\omega^2}.$$
At the maximum the first derivative vanishes, hence $2/\omega_m^2=u^2/[2w^2(1-u^2)^2]$. This is smaller than the magnitude of the negative term, so the maximum is non-degenerate.

The sample length enters through $d\Lambda/d\Lambda_A=(\Lambda/\Lambda_A)^2$. At a stationary point the second derivative is multiplied by this factor, which gives
$$\Lambda''(\omega_m)=\frac{\Lambda_m^2}{\Lambda_A}\left[\frac{2}{\omega_m^2}-\frac{1+u^2}{w^2(1-u^2)^2}\right].$$

## Worked example: a chip-channel monolayer

The parameters are rough values in the regime of monolayer MoS$_2$, a candidate channel material. They are $h=0.615$ nm, $T=300$ K, $L=1000$ nm and $A=2.0\times10^{-16}$ s. A lattice constant of 0.316 nm gives $q_D=12.05$ nm$^{-1}$, the radius of a circle with the area of the hexagonal zone. Two equal optical branches extend from 8.5 to 10.0 THz.

With $f=\omega/2\pi$ in THz, the band centre is 9.25 and the half-width is 0.75. Then
$$u=\frac{-9.25+\sqrt{9.25^2+8(0.75)^2}}{1.5}=0.160,$$
$$f_m=9.25-0.75(0.160)=9.13\ \text{THz}.$$
There $v=1.212$ km/s and $1/(A\omega_m^2)=1.519$ ps. Their product is the path without the sample limit. Including $L$ gives $\Lambda_m=1.839$ nm.

The curvature formula gives $d^2\Lambda/df^2=-3.480$ nm/THz$^2$. The heat weight of both branches, per unit $f$, is 0.1875 W/(m K THz). The constant $C$ does not depend on whether $f$ or $\omega$ is used, since the factors of $2\pi$ cancel:
$$C=0.1875\sqrt{\frac{2}{3.480}}=0.142\ \text{W/(m K nm}^{1/2}).$$

The full optical spectrum of the model follows from numerical integration between the two roots and a central difference in $\delta$. In W/(m K nm), it compares with the law as follows.

- At 10 % below $\Lambda_m$: full 0.294, law 0.332.
- At 1 % below: full 1.037, law 1.048.
- At 0.1 % below: full 3.312, law 3.315.

Relative to the law, the full value is lower by 1.09 % at $\delta/\Lambda_m=1\,\%$ and by 0.27 % at 0.25 %. A fourfold smaller distance gives a fourfold smaller correction, as derived.

The top 1 % of the optical free-path range carries 0.038 W/(m K), or 16 % of the optical conductivity. The top 10 % carries 50 %. The optical total is only 0.235 W/(m K), however.

To place the peak in a wider spectrum, add one longitudinal and one transverse acoustic branch,
$$\omega=\frac{2v_sq_D}{\pi}\sin\frac{\pi q}{2q_D},$$
with sound speeds $v_s$ of 6.5 and 4.0 km/s and the same rate law. Numerical integration gives 17.1 and 15.3 W/(m K). The four branches together carry 32.7 W/(m K), of which the optical share is 0.7 %. This share belongs to $L=1000$ nm, which is much longer than a transistor channel. Shorter samples suppress mainly the acoustic heat, and the same model gives 1.5 % at 100 nm, 2.7 % at 30 nm and 4.0 % at 15 nm.

At $\Lambda_m$ the acoustic background is 0.020 W/(m K nm). The mean optical spectrum in the top 1 % is 2.09 W/(m K nm), about a hundred times larger. A peak that is prominent on a linear free-path axis can therefore belong to modes that carry little of the total heat. On a logarithmic axis one plots $\Lambda K$. This is 3.8 W/(m K) in the optical top 1 %, below the acoustic value of about 8.9 W/(m K) near $L$.

## A second maximum without a divergence

The acoustic branches have their largest free path, $L$, at $\omega=0$. This is an end point with vanishing weight. For small $\omega$, $v\to v_s$, $q\to\omega/v_s$ and $c\to k_B$, so
$$L-\Lambda\simeq\frac{L^2A\omega^2}{v_s},\qquad \kappa_\omega\simeq\frac{k_BL\,\omega}{4\pi hv_s}.$$
The heat from zero frequency up to $\omega$ is $k_BL\omega^2/(8\pi hv_s)$. Inserting $\omega^2=v_s(L-\Lambda)/(L^2A)$ gives
$$D=\frac{k_B}{8\pi hAL}(L-\Lambda),\qquad K\to\frac{k_B}{8\pi hAL}.$$
The sound speed cancels. The spectrum ends in a finite step, here 0.0045 W/(m K nm) per branch.

## What direction dependence does

In a crystal the free path also depends on the direction $\theta$ of $\mathbf q$. As a model, keep the dispersion isotropic and let the lifetime vary so that
$$\Lambda(\omega,\theta)=\Lambda(\omega)(1+\varepsilon\cos6\theta),\qquad 0<\varepsilon\ll1.$$
The six equivalent directions give a mean $\cos^2\theta$ of $1/2$, as in the isotropic case. The spectrum is therefore the average over $\psi=6\theta$ of direction-resolved spectra. Each has its maximum at $P(\psi)=\Lambda_m(1+\varepsilon\cos\psi)$. Heat weight and curvature both scale with $1+\varepsilon\cos\psi$, so $C$ scales with its square root.

Near the upper edge put $\delta=\Lambda_m(1+\varepsilon)-\Lambda$ and $a=\varepsilon\Lambda_m/2$. Then $P-\Lambda\simeq\delta-a\psi^2$, and
$$K\to\frac{C\sqrt{1+\varepsilon}}{2\pi}\int_{-\sqrt{\delta/a}}^{\sqrt{\delta/a}}\frac{d\psi}{\sqrt{\delta-a\psi^2}}=\frac{C\sqrt{1+\varepsilon}}{2\sqrt a}=\frac{C\sqrt{1+\varepsilon}}{\sqrt{2\varepsilon\Lambda_m}} .$$
The integral equals $\pi/\sqrt a$ for every small $\delta$, so the edge is a finite step.

Near the lower edge put $t=\Lambda-\Lambda_m(1-\varepsilon)$ and $\psi=\pi+\chi$. Now $P-\Lambda\simeq a\chi^2-t$. For $t<0$, integration over a fixed range $|\chi|<X$ gives
$$\int_{-X}^{X}\frac{d\chi}{\sqrt{a\chi^2+|t|}}=\frac{2}{\sqrt a}\,\text{arsinh}\!\left(X\sqrt{\frac{a}{|t|}}\right)\simeq\frac1{\sqrt a}\ln\frac{4aX^2}{|t|}.$$
For $t>0$ the range $|\chi|<\sqrt{t/a}$ is excluded, arcosh replaces arsinh, and the logarithm is the same. Hence
$$K\simeq\frac{C\sqrt{1-\varepsilon}}{\pi\sqrt{2\varepsilon\Lambda_m}}\ln\frac1{|t|}+\text{finite terms},$$
with $|t|$ measured in any fixed unit. The inverse square root has become a logarithm.

For $\varepsilon=0.05$, an illustrative value, the edges are at 1.747 and 1.931 nm and the upper step is 0.340 W/(m K nm). A direct sum over modes gives a mean of 0.68 W/(m K nm) in a window of width $0.01\Lambda_m$ centred on the lower edge. The isotropic peak averaged over the same width was 2.09. Warping of 5 % thus lowers the peak about threefold at this resolution, but leaves it well above the acoustic background at $\Lambda_m$.

## The model beside a real monolayer

The band limits, speeds and scattering coefficient are rough inputs, and the result is not a computed property of MoS$_2$. A monolayer with three atoms per cell has nine branches, of which the model keeps four. The largest omission in total heat is the flexural acoustic branch. A rough estimate with $\omega\propto q^2$, a band top of 5 THz and the same rate law gives 43 W/(m K), which is comparable with the four included branches together. The value depends on the assumed shape of the branch: $\omega\propto\sin^2(\pi q/2q_D)$ with the same band top gives 32 W/(m K). With this estimate the optical share falls to about 0.3 %. Its shortest free path is 26 nm in this estimate, but only because the parabola keeps a finite speed at the zone edge. A branch that flattens there also has shorter free paths. The $\sin^2$ shape adds about 0.002 W/(m K nm) to the background near 1.8 nm. The four omitted optical branches could add peaks or background there.

Without the sample limit, the peak lies where $v$ and the scattering rate have the same logarithmic slope in frequency. A rate that varies gently across the band therefore moves it little, and a steeper one moves it further. A sufficiently strong narrow feature of the rate inside the band can split the peak into two. Replace $A\omega^2$ by a constant rate or by one proportional to $\omega^4$, matched at the band centre and without the sample limit. The maximum then lies at 9.25 THz and 1.82 nm, or at 9.02 THz and 1.91 nm. For a chip at 360 K, with $A$ proportional to $T$ and the bands held fixed, $\Lambda_m$ falls to 1.53 nm.

At the maximum $\omega_m\tau\approx87$ and $q\Lambda_m\approx10$. The free path is then only about 1.6 wavelengths, so the wave-packet description is usable as an approximation but has little margin. A mode of lifetime $\tau$ has a frequency half-width of $1/(2\tau)$. Moving that far from $\omega_m$ lowers the free path by
$$\frac g2\left(\frac1{2\tau}\right)^2\approx0.0026\,\Lambda_m .$$
Closer to the peak than about 0.3 %, the model distinguishes frequencies more finely than the lifetime permits. The values at 0.1 % illustrate the mathematics of the model and should not be read as a feature of a material. The top 1 % slice extends only about two half-widths to each side of $\omega_m$, so its values are approximate as well. This is an estimate of scale, not a smearing calculation: a Lorentzian average of $\Lambda$ over frequency lowers the maximum to about 1.79 nm but leaves a smooth maximum.

Real channels also touch a dielectric and metal contacts, whose extra scattering is not sized here. The relaxation-time form further omits the collective effect of momentum-conserving collisions. For a real sheet, the model suggests a smeared peak, whose strength depends on the direction dependence, the omitted branches and the extra scattering. The pure inverse square root belongs to the isotropic model.
